\section*{Uphill Diffusion and Positive Entropy Production in Multicomponent Solutions, part 2}

When can a component of a crystalline solution diffuse up its own concentration gradient without violating the second law? The solution has $n$ substitutional components with mole fractions $x_k$, concentrations $c_k=x_k/V_m$ and equal, constant partial molar volumes $V_m$. Temperature $T$ and pressure are uniform, gradients lie along $z$, and stress, reactions and gradient energy are omitted. Component $n$ is eliminated: $i,j$ run from $1$ to $n-1$, $k$ over all components. In the number-fixed frame the fluxes $J_k$ obey
\begin{equation}
\sum_{k=1}^{n}J_k=0,\qquad
\frac{\partial c_k}{\partial t}=-\frac{\partial J_k}{\partial z}.
\label{eq:cons}
\end{equation}
With molar Gibbs energy $g$ and chemical potentials $\mu_k$,
\begin{equation}
dg=\sum_i(\mu_i-\mu_n)\,dx_i,
\qquad
\tilde\mu_i\equiv\mu_i-\mu_n=\frac{\partial g}{\partial x_i}.
\label{eq:mutilde}
\end{equation}
Let $q_i=\partial x_i/\partial z$ and $f_i=\partial\tilde\mu_i/\partial z$. Then $f=Gq$, where $G$ is the Hessian of $g$, and $J=-Lf=-Dq/V_m$ with $D=MG$. The mobility matrix $M=V_mL$ is symmetric and positive definite. Entropy is created per volume at the rate $\sigma$:
\begin{equation}
T\sigma=\frac1{V_m}\,q^{\mathsf T}GMG\,q\ \ge 0 .
\label{eq:diss}
\end{equation}
The eigenvalues $d$ of $D$ are real, with the signs of those of $G$. A small ripple of wavenumber $\kappa$ along an eigenvector varies as $e^{-d\kappa^2t}$.

In the uncorrelated lattice model, species fluxes relative to the lattice are $J'_k=-(x_kD_k^*/V_mRT)\,\partial\mu_k/\partial z$, with tracer diffusivities $D_k^*$. The lattice moves at $v=-V_m\sum_mJ'_m$, and $J_k=J'_k+c_kv$. With the Gibbs--Duhem relation $\sum_kx_k\,\partial\mu_k/\partial z=0$, this gives
\begin{equation}
M_{ij}=\sum_{k=1}^{n}(\delta_{ik}-x_i)(\delta_{jk}-x_j)\frac{x_kD^*_k}{RT}.
\label{eq:M}
\end{equation}

Component $i$ diffuses uphill where $J_iq_i>0$. In a ternary solution with $D_{11}>0$ and $D_{12}\ne0$, component 1 does so when $q_2/q_1$ has the sign opposite to $D_{12}$ and
\begin{equation}
\left|\frac{q_2}{q_1}\right|>\frac{D_{11}}{|D_{12}|}.
\label{eq:threshold}
\end{equation}
Both interactions and unequal mobilities contribute to this coupling; in an ideal solution $D_{12}=x_1(D_3^*-D_2^*)$.

\subsection{The sharp limit set by thermodynamics}

How far can uphill diffusion go in a stable solution? Let $q$ and $j$ be non-zero columns, with the factor $1/V_m$ absorbed into $j$. Positive definite symmetric matrices $M$ and $G$ with $j=-MGq$ exist if and only if $j$ is not a positive multiple of $q$.

\emph{Necessity.} If $j=\lambda q$ with $\lambda>0$, then $Dq=-\lambda q$, so $D$ has a negative eigenvalue. This contradicts the positivity of $G$.

\emph{Sufficiency.} Let $\hat q$ and $\hat\jmath$ be unit vectors along $q$ and $j$, at an angle $\theta\ne0$, and set $f=\hat q-\hat\jmath$. Then
\[
f^{\mathsf T}\hat q=1-\cos\theta>0,\qquad f^{\mathsf T}\hat\jmath=\cos\theta-1<0 .
\]
With $I$ the unit matrix and any $\alpha,\beta>0$, define
\begin{align*}
G&=\frac{ff^{\mathsf T}}{f^{\mathsf T}\hat q}+\alpha\,(I-\hat q\hat q^{\mathsf T}),\\
M&=\frac{\hat\jmath\hat\jmath^{\mathsf T}}{-f^{\mathsf T}\hat\jmath}
+\beta\Bigl(I-\frac{ff^{\mathsf T}}{f^{\mathsf T}f}\Bigr).
\end{align*}
Each matrix is a sum of two non-negative terms. The second term of $G$ vanishes only for multiples of $\hat q$, where the first is positive. The second term of $M$ vanishes only for multiples of $f$, where again the first is positive. Both matrices are thus positive definite. Direct multiplication gives $G\hat q=f$ and $Mf=-\hat\jmath$, so $-MG\hat q=\hat\jmath$. Multiplying $M$ by $|j|/|q|$ restores the lengths. The construction was tested on 200 random pairs of directions.

With one independent component, the only directions are along $q$ and against it, and the first is forbidden. This is why a stable binary cannot diffuse uphill. With two or more, a single direction is excluded out of a continuum, as long as $G$ and $M$ may both be chosen freely. For a given solution $G$ is fixed, and the condition $q^{\mathsf T}Gj<0$ then excludes half of all flux directions.

A ternary example in dimensionless integers shows how much freedom remains:
\[
M=\begin{pmatrix}2&3\\3&5\end{pmatrix},\quad
G=\begin{pmatrix}2&-3\\-3&5\end{pmatrix},\quad
D=\begin{pmatrix}-5&9\\-9&16\end{pmatrix}.
\]
Both $M$ and $G$ have determinant 1 and positive trace, so both are positive definite. For $q=(2,1)^{\mathsf T}$ the flux is $j=-Dq=(1,2)^{\mathsf T}$. The dependent component has $q_3=-3$ and $j_3=-3$. The three products $j_kq_k$ are 2, 2 and 9: all three components climb at once. The dissipation is nevertheless
\[
-j^{\mathsf T}Gq=-(1,2)\begin{pmatrix}1\\-1\end{pmatrix}=1>0 .
\]
The solution is locally stable, since the eigenvalues of $D$ are 0.092 and 10.9, although $D_{11}$ is negative. A negative diagonal element is therefore no proof of instability. The example concerns what thermodynamics and reciprocity allow; whether the uncorrelated lattice model can reach such matrices is not settled here.

\subsection{A model ternary solution}

Take
\[
g=RT\sum_{k=1}^{3}x_k\ln x_k+\Omega\,x_1x_2 ,
\]
a mean-field energy in which $\Omega>0$ means repulsion between components 1 and 2. Energies of the pure components would add terms linear in $x_i$, which do not affect $G$. With $x_3=1-x_1-x_2$,
\[
\tilde\mu_1=RT\ln\frac{x_1}{x_3}+\Omega x_2,\qquad
\tilde\mu_2=RT\ln\frac{x_2}{x_3}+\Omega x_1 ,
\]
and a second differentiation gives
\[
G_{ii}=RT\Bigl(\frac1{x_i}+\frac1{x_3}\Bigr),\qquad
G_{12}=\frac{RT}{x_3}+\Omega .
\]

The chosen parameters are $T=1200$~K, $V_m=10^{-5}$~m$^3$/mol, $x=(0.2,0.2,0.6)$, $\Omega=20$~kJ/mol and $D^*=(10,1,2)\times10^{-15}$~m$^2$/s. With $RT=9.977$~kJ/mol,
\begin{align*}
G_{11}=G_{22}&=9.977\,(5+1.667)=66.52\ \text{kJ/mol},\\
G_{12}&=16.63+20=36.63\ \text{kJ/mol}.
\end{align*}
The eigenvalues $G_{11}\pm G_{12}$ are 103.1 and 29.9~kJ/mol, so the solution is stable.

For the mobility, the weights $x_kD_k^*$ are $(2,0.2,1.2)\times10^{-15}$~m$^2$/s. In units of $10^{-15}$~m$^2$/s,
\begin{align*}
RT\,M_{11}&=0.64(2)+0.04(0.2)+0.04(1.2)=1.336,\\
RT\,M_{12}&=-0.16(2)-0.16(0.2)+0.04(1.2)=-0.304,\\
RT\,M_{22}&=0.04(2)+0.64(0.2)+0.04(1.2)=0.256 .
\end{align*}
Division by $RT$ and multiplication by $G$ give
\[
D=\begin{pmatrix}7.79&2.88\\-1.09&0.591\end{pmatrix}\times10^{-15}\ \text{m}^2/\text{s},
\]
with eigenvalues 1.055 and 7.326 in the same unit. The matrix was also obtained column by column from the species fluxes, with numerically differentiated chemical potentials. The two agree within the tested relative tolerance of $10^{-6}$.

\subsection{One component climbs}

Let $q_1=2000$~m$^{-1}$ and $q_2=-20\,000$~m$^{-1}$. Then
\begin{align*}
J_1&=-\frac{(7.791)(2000)+(2.878)(-20\,000)}{10^{-5}}\times10^{-15}\\
&=+4.20\times10^{-6}\ \text{mol/(m}^2\text{s)} .
\end{align*}
Component 1 moves toward larger $x_1$. The ratio $|q_2/q_1|=10$ exceeds the threshold 2.71 from (\ref{eq:threshold}). The other fluxes are $J_2=1.40\times10^{-6}$ and $J_3=-5.60\times10^{-6}$~mol/(m$^2$s), both downhill.

The gradients of $\tilde\mu_1$ and $\tilde\mu_2$ are $-5.995\times10^8$ and $-1.257\times10^9$~J/(mol\,m). The dissipation is therefore
\[
T\sigma=-J_1f_1-J_2f_2=2517+1758=4275\ \text{W/m}^3,
\]
and $\sigma=3.56$~W/(m$^3$K). The Gibbs--Duhem relation gives $\partial\mu_3/\partial z=-0.2(f_1+f_2)=3.71\times10^8$~J/(mol\,m), hence
\[
\frac{\partial\mu_1}{\partial z}=f_1+\frac{\partial\mu_3}{\partial z}
=-2.28\times10^8\ \text{J/(mol\,m)} .
\]
Component 1 climbs its concentration while it descends its own chemical potential. The repulsion from component 2, which is abundant on the left, outweighs the entropy of mixing that would send component 1 to the left.

Setting $\Omega=0$ with everything else unchanged identifies the cause. Then $D_{11}=8.4$ and $D_{12}=0.2$ in $10^{-15}$~m$^2$/s, the threshold rises to 42, and $J_1=-1.28\times10^{-6}$~mol/(m$^2$s) is downhill. The kinetic coupling alone is too weak at this gradient ratio.

\subsection{A closed diffusion couple}

For a couple with impermeable ends, let $F$ be the free energy per area. By (\ref{eq:mutilde}) and (\ref{eq:cons}),
\begin{align}
\frac{dF}{dt}&=\frac1{V_m}\int\sum_i\tilde\mu_i\frac{\partial x_i}{\partial t}\,dz
=-\int\sum_i\tilde\mu_i\frac{\partial J_i}{\partial z}\,dz\nonumber\\
&=\int\sum_iJ_if_i\,dz=-\int T\sigma\,dz\le0 .
\label{eq:F}
\end{align}
The integration by parts leaves no end terms because the fluxes vanish there. Free energy must fall, but the profile of an individual component need not flatten monotonically.

The couple has length $\ell=100$~$\mu$m and initial profiles $x_i=\bar x_i+\frac12\Delta_i\tanh(z/w)$, with $w=5$~$\mu$m, $\bar x=(0.2,0.2,0.6)$, $\Delta_1=0.02$ and $\Delta_2=-0.2$. The central gradients $\Delta_i/(2w)$ are those used above. The non-linear equations were integrated from the species fluxes without using $D$, with the tracer diffusivities held independent of composition, which is a simplification of the model. Let $\delta_i$ be the right-half mean of $x_i$ minus the left-half mean, and let $F$ be measured from the uniform state:

\begin{center}
\begin{tabular}{rrrr}
$t$ (s) & $\delta_1$ & $\delta_2$ & $F$ (J/m$^2$)\\
\hline
$0$ & 0.0186 & $-0.186$ & 2796\\
$10^4$ & 0.0253 & $-0.181$ & 2604\\
$10^5$ & 0.0408 & $-0.156$ & 1868\\
$10^6$ & 0.0254 & $-0.060$ & 262\\
$10^7$ & 0.0000 & $0.000$ & 0
\end{tabular}
\end{center}

The largest sampled $\delta_1$ is 0.047, near $2.5\times10^5$~s, when $F$ has already fallen to 1292~J/m$^2$. Since $d\delta_1/dt=4V_mJ_1(0,t)/\ell$, the maximum marks the moment at which the flux of component 1 through the mid-plane reverses. The free energy lost agrees with the time integral of (\ref{eq:diss}) to $9\times10^{-5}$ of the initial $F$. Doubling the grid spacing changes the peak by $2\times10^{-4}$ of its value. In the control couple with $\Omega=0$, $\delta_1$ is largest at the start and falls to 0.009 by $10^5$~s.

The eigenvectors of $D$ at the mean composition explain the growth. From $(D_{11}-d)u_1+D_{12}u_2=0$, the ratio $u_1/u_2$ is
\[
-\frac{2.878}{7.791-1.055}=-0.427,\qquad
-\frac{2.878}{7.791-7.326}\approx-6.2
\]
for the slow and fast modes. Writing $\Delta=(0.02,-0.2)$ as a sum of the two gives contributions to $\Delta_1$ of about $+0.09$ and $-0.07$. The small initial step in component 1 is a near-cancellation. The fast part decays first, with time $\ell^2/(\pi^2d)\approx1.4\times10^5$~s for the longest ripple, against $9.6\times10^5$~s for the slow part, and the larger step emerges. This reading uses constant $D$, but the table supports it: at $10^6$~s, $\delta_1/\delta_2=-0.426$, close to the slow-mode ratio.

\subsection{Uphill diffusion beyond the spinodal}

Stability is lost when $\det G=0$. For $x_1=x_2$ and repulsion this means $G_{12}=G_{11}$, or
\[
\Omega=\frac{RT}{x_1}=49.9\ \text{kJ/mol}.
\]
At $\Omega=60$~kJ/mol the eigenvalues of $D$ are $-0.558$ and 6.50 in $10^{-15}$~m$^2$/s. Along the first eigenvector, $Dq=-\lambda q$ with $\lambda>0$, so the flux is parallel to the gradient, the direction forbidden to a stable solution. The dissipation is
\[
T\sigma=\frac1{V_m}q^{\mathsf T}G\,Dq=-\frac{\lambda}{V_m}\,q^{\mathsf T}Gq .
\]
It is positive because $q^{\mathsf T}Gq$ is negative in this direction. For $q=(-10\,000,\,8659)$~m$^{-1}$ it is 91~W/m$^3$. Here ripples along this eigenvector grow, whereas in the stable couple both modes decay. The growth rate $\lambda\kappa^2$ increases without limit at short wavelength, so the omitted gradient energy is needed before such a profile can be followed in time.

\subsection{Moving phase boundaries}

Across a sharp boundary at $z=s(t)$ the mole fractions jump, and $D$ applies only inside each phase. Let L and R denote the two sides, with equal $V_m$. Conservation in a thin strip around the boundary gives
\[
J_i^{\rm L}-J_i^{\rm R}=\frac{x_i^{\rm L}-x_i^{\rm R}}{V_m}\,\frac{ds}{dt}.
\]
Suppose that the boundary is in local equilibrium, so that every $\mu_k$ is continuous. In (\ref{eq:F}) the moving boundary adds $(g^{\rm L}-g^{\rm R})(ds/dt)/V_m$, and the integration by parts adds $-\sum_i\tilde\mu_i(J_i^{\rm L}-J_i^{\rm R})$. Their sum is
\[
\frac1{V_m}\frac{ds}{dt}\Bigl[g^{\rm L}-g^{\rm R}
-\sum_i\tilde\mu_i(x_i^{\rm L}-x_i^{\rm R})\Bigr]=0 ,
\]
because $g-\sum_i\tilde\mu_ix_i=\mu_n$ is the same on both sides. An equilibrium boundary dissipates nothing, and (\ref{eq:F}) holds for the layered system with $\sigma$ taken in the bulk phases. A component may thus climb its concentration gradient on the way to a growing layer while the total free energy falls. If the boundary reaction is slow, the potentials jump there, and the interface needs its own kinetic law with its own non-negative dissipation.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Temperature: 1200 K
RT: 9.9774 kJ/mol
Molar volume: 1e-05 m^3/mol
Mole fractions x1,x2,x3: 0.2, 0.2, 0.6 
Tracer diffusivities D*1,D*2,D*3: 1e-14, 1e-15, 2e-15 m^2/s
Interaction omega12: 20 kJ/mol
G11,G12,G21,G22: 66.516, 36.629, 36.629, 66.516 kJ/mol
Eigenvalues of G: 29.887, 103.145 kJ/mol
M11,M12,M21,M22: 1.339e-19, -3.047e-20, -3.047e-20, 2.566e-20 m^2 mol/(J s)
L11,L12,L21,L22: 1.339e-14, -3.047e-15, -3.047e-15, 2.566e-15 mol^2/(J m s)
D11,D12,D21,D22: 7.7906, 2.8781, -1.0868, 0.5906 1e-15 m^2/s
Eigenvalues of D: 1.0550, 7.3262 1e-15 m^2/s
Gradients of x1,x2,x3: 2000, -2e+04, 1.8e+04 1/m
Gradients of mu1-mu3, mu2-mu3: -5.995e+08, -1.257e+09 J/(mol m)
Fluxes J1,J2,J3: 4.198e-06, 1.399e-06, -5.597e-06 mol/(m^2 s)
Dissipation parts 1,2: 2517, 1758 W/m^3
Total dissipation T*sigma: 4275 W/m^3
Entropy production sigma: 3.563 W/(m^3 K)
Lattice (marker) velocity: -1.884e-11 m/s
Uphill threshold |grad x2/grad x1|: 2.707 
omega12=0: D11,D12,D21,D22: 8.4000, 0.2000, -1.6000, 1.2000 1e-15 m^2/s
omega12=0: flux J1: -1.28e-06 mol/(m^2 s)
omega12=0: uphill threshold: 42 
Spinodal omega12: 49.887 kJ/mol
Unstable case omega12: 60 kJ/mol
Unstable case eigenvalues of D: -0.5583, 6.5020 1e-15 m^2/s
Unstable case gradients of x1,x2: -1e+04, 8659 1/m
Unstable case dissipation: 91.1 W/m^3
All-uphill M (row by row): 2, 3, 3, 5 (dimensionless)
All-uphill G (row by row): 2, -3, -3, 5 (dimensionless)
All-uphill D (row by row): -5, 9, -9, 16 (dimensionless)
All-uphill eigenvalues of D: 0.09167, 10.91 (dimensionless)
All-uphill gradient q1,q2: 2, 1 (dimensionless)
All-uphill flux J1,J2: 1, 2 (dimensionless)
All-uphill products J_k q_k, k=1,2,3: 2, 2, 9 (dimensionless)
All-uphill dissipation: 1 (dimensionless)
Couple length, profile width w: 100, 5 um
Couple steps in x1,x2 (right-left): 0.02, -0.2 
Couple: right-half mean minus left-half mean, excess free energy
  t=0 s: dx1=0.01862, dx2=-0.18617, F=2795.941 J/m^2
  t=10000 s: dx1=0.02527, dx2=-0.18081, F=2604.257 J/m^2
  t=100000 s: dx1=0.04084, dx2=-0.15554, F=1867.574 J/m^2
  t=1000000 s: dx1=0.02540, dx2=-0.05966, F=262.192 J/m^2
  t=10000000 s: dx1=0.00000, dx2=-0.00001, F=0.000 J/m^2
Peak dx1: 0.04704 
Time of peak dx1 (sampled): 2.51e+05 s
Free energy at peak dx1: 1291.72 J/m^2
Integrated dissipation to end: 2795.68 J/m^2
Largest energy-balance error / initial F: 9.3e-05 
Relative change of peak on coarser grid: 0.00017 
omega12=0 couple: dx1 at 0 and 1e5 s: 0.01862, 0.00916
\end{verbatim}
